# Velocity Renormalization and New Dirac Points in a One-Dimensional Graphene Superlattice

## Result

An electron in one valley of monolayer graphene feels a potential $V(x)$ of period $L=2\pi/G$. With $\hbar=1$ the model is

$$H=v(\sigma_xp_x+\sigma_yp_y)+V(x).$$

Near the original Dirac point the energies, measured from the mean of $V$, are

$$E=\pm v\sqrt{k_x^2+|f|^2k_y^2},\qquad f=\langle e^{2i\alpha}\rangle,\qquad \alpha'(x)=V(x)/v, \tag{1}$$

where $\langle\cdot\rangle$ is the average over a period. The velocity along the modulation stays $v$; the transverse one becomes $v|f|$. For $V=V_0\cos Gx$,

$$f=J_0(\beta),\qquad \beta=\frac{2V_0}{vG}. \tag{2}$$

At each zero of $J_0$ zero-energy Dirac points pass through the original one in pairs $\pm k_y$. At the first four zeros, where the direction was computed, a new pair splits off as the potential grows and exists at finite $k_y$ beyond the zero. The velocity of the new points along $x$ is in general not $v$.

The model assumes that $V$ is smooth on the lattice scale and equal on both sublattices. Intervalley scattering, trigonal warping and electron interactions are left out. The symmetric splitting from the original node relies on $k_y\to-k_y$ being a symmetry within the valley. On the graphene lattice with modulation along the armchair direction it is not: in nearest-neighbour tight binding with the parameters of Section 3 the single node drifts to finite $k_y$, and a pair appears on the other side, near $|k_y|=0.2G$, at an amplitude about 3% above the continuum threshold. A nonzero mean of $V$ only shifts all energies, so I take it as zero.

## 1. Simplest case: motion along the modulation

The momentum $k_y$ is conserved. At $k_y=0$ the only matrix in $H$ is $\sigma_x$, so take a spinor with $\sigma_x=s=\pm1$ and amplitude $\varphi(x)$:

$$-isv\varphi'+V\varphi=E\varphi\quad\Rightarrow\quad \varphi=e^{is(Ex/v-\alpha)}.$$

Substitution confirms it: the derivative term gives $v(E/v-\alpha')\varphi=(E-V)\varphi$. Since $V$ has zero mean, $\alpha$ is periodic, and $\varphi$ is a Bloch function with $k_x=sE/v$ up to a multiple of $G$. Hence

$$E=sv(k_x+nG),\qquad n\ \text{integer}.$$

This holds for any strength and shape of $V$. The potential changes the phase of the wave but cannot reflect it, because reflection would need a flip of $\sigma_x$. No gaps open on this line.

## 2. Adding a small transverse momentum

The phase found above suggests the unitary matrix $U=e^{-i\sigma_x\alpha}$. Since $p_xU=U(p_x-\sigma_x\alpha')$,

$$U^\dagger v\sigma_xp_xU=v\sigma_xp_x-v\alpha'=v\sigma_xp_x-V,$$

which cancels the potential. Because $\sigma_y$ anticommutes with $\sigma_x$, and $\sigma_y\sigma_x=-i\sigma_z$,

$$U^\dagger\sigma_yU=\sigma_ye^{-2i\sigma_x\alpha}=\sigma_y\cos2\alpha-\sigma_z\sin2\alpha .$$

The transformed Hamiltonian is therefore

$$U^\dagger HU=v\sigma_xp_x+vk_y(\sigma_y\cos2\alpha-\sigma_z\sin2\alpha).$$

At $k_x=k_y=0$ its zero-energy states are the two constant spinors. The other states lie at multiples of $vG$. Degenerate perturbation theory to first order in $k_x$ and $k_y$ replaces the periodic functions by their averages:

$$H_{\rm eff}=vk_x\sigma_x+vk_y\left(\sigma_y\langle\cos2\alpha\rangle-\sigma_z\langle\sin2\alpha\rangle\right).$$

The three matrices anticommute, so squaring gives $E^2=v^2(k_x^2+|f|^2k_y^2)$, which is (1). An integration constant in $\alpha$ changes only the phase of $f$.

Since $|f|\le1$, the transverse velocity is never raised. Physically, the potential makes the spinor precess about $\sigma_x$, and the transverse velocity operator $v\sigma_y$ is averaged over that precession.

**Check on a case without symmetry.** In scaled units (energy $vG$, length $1/G$), take $V=0.2+0.9\cos x+0.6\cos(2x+0.7)$. After removal of the mean, take $\alpha=0.9\sin x+0.3\sin(2x+0.7)$. The average is then $f=0.3104+0.1131i$, so $|f|=0.3304$. Plane-wave diagonalization gives the same slope to the printed digits. With this choice of integration constant the imaginary part matters: the average of $\cos2\alpha$ alone would be too small.

**A second shape.** Let $V=\pm V_0$ on alternate half periods. Then $2\alpha$ runs linearly up and down between $0$ and $\Phi=V_0L/v$, so its values are uniformly distributed and

$$|f|=\left|\frac1\Phi\int_0^\Phi e^{i\theta}d\theta\right|=\left|\frac{\sin(\Phi/2)}{\Phi/2}\right|.$$

The Bessel function thus belongs to the cosine, not to periodic potentials in general.

## 3. The cosine potential

Integrating $\alpha'=(V_0/v)\cos Gx$ gives $\alpha=(\beta/2)\sin Gx$. With $\theta=Gx$,

$$f=\frac1{2\pi}\int_0^{2\pi}e^{i\beta\sin\theta}d\theta=J_0(\beta).$$

For a weak potential $J_0\simeq1-\beta^2/4$, and the free cone returns as $V_0\to0$.

**Numbers.** Take round model parameters in Hartree atomic units: $v=0.4$, $L=200$ bohr, $V_0=0.02$ hartree. This amplitude is large for a device: $0.54$ eV is a fifth of the graphene hopping, and the local carrier density $(V_0/v)^2/\pi\approx3\times10^{13}$ cm$^{-2}$ would need about $1.3$ V/nm in a gate oxide of dielectric constant $3.9$, near breakdown. Since $\beta\propto V_0L$, a longer period reaches the same $\beta$ at a smaller amplitude. Then $G=2\pi/200=0.031416$ bohr$^{-1}$ and $vG=0.012566$ hartree, so

$$\beta=\frac{2(0.02)}{0.012566}=3.183,\qquad J_0(\beta)=-0.3157.$$

At the original node $v_x=0.400$ and $v_y=0.4\times0.3157=0.126$ atomic units. The slope depends on $|J_0|$, but the negative sign has a meaning: $H_{\rm eff}=vk_x\sigma_x+vJ_0k_y\sigma_y$ has reversed its handedness, that is, the sense in which the relative phase of its two spinor components turns around the node. These are the components in the transformed frame of Section 2, with $\alpha=0$ at $x=0$. The mean of $(\sigma_x,\sigma_y)$ in the original frame does not reverse: it equals $\nabla_{\mathbf k}E/v$ and turns the same way for either sign of $J_0$. Section 7 shows how the new nodes compensate for the reversed handedness.

When $J_0=0$ the first-order theory gives no transverse dispersion at all. Higher orders in $k_y$ then decide, and a method not limited to small $k_y$ is needed.

## 4. Zero-energy states at any transverse momentum

Set $E=0$ and multiply $H\psi=0$ by $i\sigma_x/v$. With $\sigma_x\sigma_y=i\sigma_z$ and $u=V/v$,

$$\psi'=A\psi,\qquad A=k_y\sigma_z-iu(x)\sigma_x. \tag{3}$$

Let $T_h$ carry $\psi(0)$ to $\psi(L/2)$. Since $A$ is traceless, $\det T_h=1$. The cosine obeys $V(x+L/2)=-V(x)$, and $\sigma_zA(u)\sigma_z=A(-u)$, so the second half period has transfer matrix $\sigma_zT_h\sigma_z$. The full one is

$$T=\sigma_zT_h\sigma_zT_h=W^2,\qquad W=\sigma_zT_h,\qquad \det W=-1.$$

Define $w(k_y)=\operatorname{tr}W$. It is real: writing $\psi=(p,iq)$ turns (3) into the real equations $p'=k_yp+uq$, $q'=-k_yq-up$, and this diagonal change of basis leaves $\sigma_z$ unchanged.

Every $2\times2$ matrix satisfies its own characteristic equation, here $W^2=wW+1$. Its trace gives

$$\operatorname{tr}T=w^2+2. \tag{4}$$

A Bloch state with real $k_x$ requires an eigenvalue $e^{ik_xL}$ of $T$. As $\det T=1$, the other eigenvalue is $e^{-ik_xL}$, and $\operatorname{tr}T=2\cos k_xL\le2$. By (4) this is possible only if $w=0$. Then $T=W^2=1$: both solutions are periodic, $k_x=0$, and there are two zero modes. The zero-energy points of the spectrum are thus the real roots of $w(k_y)$.

**Limit $V_0=0$.** Here $T_h=\operatorname{diag}(e^{k_yL/2},e^{-k_yL/2})$ and $w=2\sinh(k_yL/2)$. Its single real root is $k_y=0$, the free Dirac point.

## 5. Why nodes must pass through the origin at a zero of $J_0$

Three properties of $w$ suffice.

**It is odd.** Since $\sigma_xA(k_y)\sigma_x=A(-k_y)$, we have $T_h(-k_y)=\sigma_xT_h(k_y)\sigma_x$. Moving $\sigma_x$ around the trace and past $\sigma_z$ gives $w(-k_y)=-w(k_y)$.

**Its slope at the origin is $LJ_0$.** Put $\psi=U\phi$ in (3). The potential drops out, leaving $\phi'=k_yM\phi$ with

$$M=U^\dagger\sigma_zU=\sigma_ze^{-2i\sigma_x\alpha}=\sigma_z\cos2\alpha+\sigma_y\sin2\alpha.$$

As $\alpha=0$ at both $x=0$ and $x=L/2$, $U=1$ at both ends, and to first order

$$w=k_y\int_0^{L/2}\operatorname{tr}(\sigma_zM)\,dx=2k_y\int_0^{L/2}\cos(\beta\sin Gx)\,dx=Lk_yJ_0(\beta).$$

**It is positive for $k_y\ge V_0/v$.** A zero mode satisfies $D\psi=-u\psi$ with $D=-i\sigma_x\partial_x+k_y\sigma_y$. The cross terms in $D^2$ cancel, so $D^2=-\partial_x^2+k_y^2$ and $\|D\psi\|\ge|k_y|\,\|\psi\|$. But $\|u\psi\|<(V_0/v)\|\psi\|$, because $|u|$ reaches its maximum only at isolated points. For $V_0>0$ every root therefore obeys $|k_y|<V_0/v$. Now hold $k_y\ge V_0/v$ fixed and reduce the amplitude to zero. No root is met on the way, and the end value $2\sinh(k_yL/2)$ is positive; so $w$ was positive from the start.

Consider then $w/k_y$ on the positive axis. It starts at $LJ_0(\beta)$ and ends positive. Counted with multiplicity, the number of positive roots is even for $J_0>0$ and odd for $J_0<0$. The zeros of $J_0$ are simple, so this parity changes at each of them. Roots cannot enter from beyond $V_0/v$, and roots that meet at finite $k_y$ appear or vanish in twos. An odd number must pass through $k_y=0$, each with its mirror image at $-k_y$.

## 6. On which side, and how fast

The cubic term of $w$ settles this. In this section lengths are in $1/G$ and $k_y$ is in units of $G$, so the half period is $\pi$. Let $\varphi(t)=\beta\sin t$. Moving $\sigma_z$ through the exponentials gives

$$M_1M_2M_3=\sigma_ze^{-i\sigma_x(\varphi_1-\varphi_2+\varphi_3)},$$

so the third-order term of the ordered expansion yields

$$w=2\pi k_yJ_0+2Ck_y^3+\dots,\qquad C=\int_{\pi>t_1>t_2>t_3>0}\cos(\varphi_1-\varphi_2+\varphi_3)\,dt_1dt_2dt_3 .$$

With $F(t)=\int_0^te^{i\varphi}ds$, the integrals over $t_1$ and $t_3$ can be done:

$$C=\operatorname{Re}\int_0^\pi e^{-i\varphi}F\,[F(\pi)-F]\,dt.$$

At a zero $\beta_0$ of $J_0$ the real part of $F(\pi)$ vanishes, so $F(\pi)=iS$ with $S$ real. By the symmetry $t\to\pi-t$, $F=iS/2+g$, where $g=\int_{\pi/2}^te^{i\varphi}ds=p+iq$. Then $F[F(\pi)-F]=-S^2/4-g^2$. The constant multiplies $\int e^{-i\varphi}dt=-iS$ and gives nothing real. With $p'=\cos\varphi$, $q'=\sin\varphi$, the rest is

$$C=-\int_0^\pi\left[p'p^2-p'q^2+p(q^2)'\right]dt=2\int_0^\pi\cos(\beta_0\sin t)\,q^2\,dt .$$

The last step integrates by parts, using $p=0$ at both ends.

Near $\beta_0$, $J_0\simeq-J_1(\beta_0)(\beta-\beta_0)$. Setting $w/k_y=0$ and restoring $G$,

$$\left(\frac{k_y}{G}\right)^2\simeq\frac{\pi J_1(\beta_0)}{C}(\beta-\beta_0). \tag{5}$$

The pair lies on the strong-potential side if $CJ_1(\beta_0)>0$. At the first zero, $\beta_0=2.405$, the values are $J_1=0.519$ and $C=1.897$. The product is also positive at the next three zeros; I have no proof for all of them. For $\beta-\beta_0=0.005$, (5) gives $k_y/G=0.0656$, in agreement with the root of $w$.

**At the zero itself.** The half-period shift combined with $\sigma_z$ reverses the sign of $H$, so the two central energies are $\pm E$. Their square $E^2(k_x,k_y)$ is analytic near the origin. It is even in $k_x$, because $x\to-x$ combined with $\sigma_y$ reverses $k_x$, and it equals $v^2k_x^2$ at $k_y=0$. Thus $E^2\simeq E^2(0,k_y)+v^2k_x^2$ for small momenta. For $w\ne0$ the zero-energy solutions grow or decay as $e^{\pm\kappa x}$ times periodic functions, with $2\sinh(\kappa L/2)=|w|$ from the eigenvalues of $W$. They correspond to $k_x=\mp i\kappa$ and $E=0$, so $E(0,k_y)\simeq v\kappa\simeq v|w|/L$. At $\beta_0$ this becomes

$$|E(0,k_y)|\simeq vG\,\frac{|C|}{\pi}\left|\frac{k_y}{G}\right|^3 .$$

The transverse dispersion is cubic there. At $k_y/G=0.03$ the law gives $1.631\times10^{-5}\,vG$; diagonalization gives $1.630\times10^{-5}\,vG$.

## 7. Are the new nodes Dirac cones?

At a root $k_y\neq0$ let $(S\psi)(x)=\sigma_z\psi(x+L/2)$. On periodic functions $S^2=1$, and $SH=-HS$. Acting on a zero mode, $S$ multiplies its initial value by $W$. Since $W^2=1$ and $\operatorname{tr}W=0$, there is one normalized mode $\psi_+$ with $S=1$ and one, $\psi_-$, with $S=-1$.

A small displacement from the node adds $v(\delta k_x\sigma_x+\delta k_y\sigma_y)$. Both matrices anticommute with $S$, so they only connect $\psi_+$ with $\psi_-$:

$$E=\pm v|X\delta k_x+Y\delta k_y|,\qquad X=\langle\psi_+|\sigma_x|\psi_-\rangle,\quad Y=\langle\psi_+|\sigma_y|\psi_-\rangle .$$

The reflection $(P\psi)(x)=\sigma_y\psi(-x)$ commutes with $H$ at $k_x=0$ and anticommutes with $S$, so we may choose $\psi_-=P\psi_+$. As $P$ anticommutes with $\sigma_x$ and commutes with $\sigma_y$, $X=-X^*$ and $Y=Y^*$. One is imaginary and the other real, hence

$$E=\pm v\sqrt{|X|^2\delta k_x^2+|Y|^2\delta k_y^2}.$$

**$X$ is nonzero.** From (3), $A^\dagger\sigma_x+\sigma_xA=0$, so $j=\psi_+^\dagger\sigma_x\psi_-$ is independent of $x$ and $X=Lj$. Likewise $\psi_+^\dagger\sigma_x\psi_+$ is constant, and it vanishes because its integral does. If $j$ vanished too, $\sigma_x\psi_+(0)$ would be orthogonal to both basis vectors $\psi_\pm(0)$, which is impossible.

**$Y$ follows from the slope of $w$.** Let $T(x)$ carry $\psi(0)$ to $\psi(x)$. Differentiating (3) with respect to $k_y$ gives $dT_h/dk_y=T_h\int_0^{L/2}T^{-1}\sigma_zT\,dx$. Constancy of the current means $T^{-1}=\sigma_xT^\dagger\sigma_x$, so

$$\frac{dw}{dk_y}=-i\int_0^{L/2}\operatorname{tr}(W\sigma_xT^\dagger\sigma_yT)\,dx .$$

With $\chi_\pm=\psi_\pm(0)$, the eigenvector expansion is $W=\chi_+\chi_-^\dagger\sigma_x/j^*-\chi_-\chi_+^\dagger\sigma_x/j$. Both half periods contribute equally to $Y$, so $\int_0^{L/2}\psi_+^\dagger\sigma_y\psi_-dx=Y/2$ and

$$\frac{dw}{dk_y}=-\frac i2\left(\frac{Y^*}{j^*}-\frac Yj\right)=-L\operatorname{Im}\frac YX,\qquad \frac{v_y}{v_x}=\frac1L\left|\frac{dw}{dk_y}\right| .$$

A simple root is therefore a true Dirac cone. At the original node $|X|=1$, and the formula returns $v_y/v=|J_0|$.

The sign of $dw/dk_y$ also fixes the handedness of a node, now defined as the sense in which the relative phase of the $\psi_+$ and $\psi_-$ parts turns around it. At the original node this is the definition of Section 3, because there $S$ acts as $\sigma_z$ in the transformed frame. If all roots are simple, $w$ runs from negative to positive and has one more upward crossing than downward. The total handedness is conserved: past the first zero the original node is reversed, and the two new ones carry the original sense.

**Numbers for $V_0=0.02$ hartree.** The first critical amplitude is $\beta_0vG/2=2.405\times0.012566/2=0.0151$ hartree, or $0.411$ eV; the second is $0.0347$ hartree. The example lies between them and has one new pair, at

$$k_y=\pm0.8909\,G=\pm0.0280\ \text{bohr}^{-1}=\pm0.529\ \text{nm}^{-1},$$

inside the bound $V_0/v=0.05$ bohr$^{-1}$. There $v_x=0.447v=0.179$ and $v_y=0.508v=0.203$ atomic units. The zero-mode formulas and diagonalization agree. These digits belong to the continuum model: trigonal warping, left out here, matters at this amplitude. In nearest-neighbour tight binding with the same $v$, modulation along the zigzag direction moves $k_y$ by only 0.3% (and $k_x$ by $0.04G$). Modulation along the armchair direction puts the two nodes at $|k_y|=0.855G$ and $0.935G$, with $(v_x,v_y)/v=(0.54,0.48)$ and $(0.35,0.55)$. In the continuum model the new cones are slower than $v$ in both directions and slightly steeper across the modulation than along it, whereas the original cone is about three times steeper along it.

The amplitude scan in the numerical output shows no new pair at $0.015$ hartree, just below threshold, one at $0.020$ and $0.030$, and two at $0.040$.

## 8. Where the result stops

Equation (1) needs no symmetry of $V$, but it is first order in momentum and its range in $k_y$ shrinks as $|f|\to0$. The zero-energy argument uses $V(x+L/2)=-V(x)$; without it, (4) is not available, and the new crossings can move off the mean potential or be gapped. In scaled units, $V=1.6\cos x+0.3\cos(2x+\phi)$ keeps a crossing, at energy $+0.095$, for $\phi=0$, where $V$ is even; for $\phi=0.7$ a gap of $0.06$ opens there. A potential that differs between the sublattices adds a $\sigma_z$ term, which can scatter electrons backwards even at $k_y=0$, so the protection of Section 1 is lost.

## Numbers as computed

```
Asymmetric potential, scaled units (energy vG, length 1/G):
  V = 0.2 + 0.9 cos x + 0.6 cos(2x+0.7); <exp(2i alpha)> = 0.31041+0.11309j
  vy/v: average 0.33037, diagonalization 0.33037
Worked example (Hartree atomic units):
  v = 0.400 a.u., L = 200.0 bohr, V0 = 0.0200 hartree
  G = 0.031416 1/bohr, v G = 0.012566 hartree
  beta = 3.18310, J0(beta) = -0.31571
  original node: vx = 0.40000 a.u., vy = 0.12629 a.u.
  new node ky/G = 0.89085, ky = 0.027987 1/bohr = 0.52888 1/nm
  bound V0/v = 0.050000 1/bohr
  new node vx/v: zero modes 0.44676, diagonalization 0.44676
  new node vy/v: zero modes 0.50795, diagonalization 0.50795
  new node vx = 0.17870 a.u., vy = 0.20318 a.u.
Zeros of J0, critical amplitudes and cubic coefficient C:
  beta0 = 2.40483, V0 = 0.015110 hartree = 0.4112 eV, J1 = +0.51915, C = +1.89747
  beta0 = 5.52008, V0 = 0.034684 hartree = 0.9438 eV, J1 = -0.34026, C = -0.70811
  beta0 = 8.65373, V0 = 0.054373 hartree = 1.4796 eV, J1 = +0.27145, C = +0.40539
  beta0 = 11.79153, V0 = 0.074088 hartree = 2.0160 eV, J1 = -0.23246, C = -0.27413
Amplitude scan (V0 in hartree):
  V0 = 0.005, beta = 0.7958, J0 = +0.84784, vy/v diagonalized = 0.84784, new pairs = 0
  V0 = 0.010, beta = 1.5915, J0 = +0.46021, vy/v diagonalized = 0.46021, new pairs = 0
  V0 = 0.015, beta = 2.3873, J0 = +0.00912, vy/v diagonalized = 0.00912, new pairs = 0
  V0 = 0.020, beta = 3.1831, J0 = -0.31571, vy/v diagonalized = 0.31571, new pairs = 1
  V0 = 0.030, beta = 4.7746, J0 = -0.24793, vy/v diagonalized = 0.24793, new pairs = 1
  V0 = 0.040, beta = 6.3662, J0 = +0.23702, vy/v diagonalized = 0.23702, new pairs = 2
Onset at beta0 + 0.005: ky/G = 0.06559, law 0.06556
At first zero, ky/G = 0.03: E/(vG) = 1.6299e-05, law 1.6308e-05
```
